# Why a Straight Poole-Frenkel Plot Does Not Identify the Leakage Mechanism

**Q:** Suppose I measure leakage through a low-k film at 300 K, starting at 2.0 MV/cm and covering one decade of current density $J$. I plot $\ln(J/E)$ against $\sqrt E$ and get a straight line within my 5% scatter. Its slope is 9.07 (MV/cm)$^{-1/2}$. Surely that is Poole-Frenkel emission from bulk traps?

**A:** It is consistent with Poole-Frenkel (PF) emission, but that is a weaker statement. Let us first see what PF predicts. I use Gaussian units with $e>0$, a uniform field $E$, and the optical permittivity $\varepsilon$, assuming that the escaping electron is too fast for slower polarization to follow. Tunnelling, space charge and charging drift are left out.

An electron leaving a positively charged trap along the field direction has potential energy

$$U(x)=-\frac{e^2}{\varepsilon x}-eEx .$$

At the maximum $U'=e^2/(\varepsilon x^2)-eE=0$, so $x=\sqrt{e/(\varepsilon E)}$. Each of the two terms then equals $-\sqrt{e^3E/\varepsilon}$. With $s=\sqrt E$, the barrier is lowered by

$$\beta_{PF}s,\qquad \beta_{PF}=2\sqrt{e^3/\varepsilon}.$$

**Q:** So the slope should be $\beta_{PF}/kT$?

**A:** That depends on the trap occupation. Let there be $N_D$ donor-like traps of depth $\phi$, $N_A$ filled compensating acceptors and $n$ free electrons. Thermal balance and charge neutrality give

$$n+N_A=\frac{N_D}{1+n/K},\qquad K=N_c\,e^{-(\phi-\beta_{PF}s)/kT},$$

where $N_c$ is the effective density of states, including any degeneracy factor. There are two limits:

- With compensation, $N_A\gg n$, we drop $n$ on the left and find $n=K(N_D/N_A-1)\propto K$.
- Without acceptors and with few traps ionized, $n/K\gg1$, so $n\simeq N_DK/n$ and $n=\sqrt{N_DK}\propto K^{1/2}$.

For a field-independent mobility, $J\propto nE$. Both limits are therefore covered by

$$y\equiv\ln(J/E)=\text{const}+\frac{\beta_{PF}s}{r\,kT},$$

with $r=1$ for the compensated case and $r=2$ for the uncompensated one.

**Q:** My film has optical permittivity 2.0 and static permittivity 2.7. What does my slope say?

**A:** Setting the slope $m$ equal to $2\sqrt{e^3/\varepsilon}/(rkT)$ and solving for $\varepsilon$ gives an apparent permittivity

$$\varepsilon_{app}=\frac{4e^3}{(r\,m\,kT)^2}.$$

For $\varepsilon=2.0$ the ideal slope is $\beta_{PF}/kT=20.76$ (MV/cm)$^{-1/2}$, so $\varepsilon_{app}=2.0\,[20.76/(rm)]^2$. Your $m=9.07$ gives 10.5 for $r=1$, which is unreasonable for this film. For $r=2$ it gives $2.0\,(20.76/18.14)^2=2.62$. A purely optical response would require 2.0, so this reading also needs slower polarization to follow the electron in part. I relax my first assumption to allow for that, and accept any value from 2.0 to 2.7.

**Q:** That lies between the optical and static values. The plot is straight and the permittivity is sensible. What more could I want?

**A:** An alternative that fails the same test. Schottky emission over the contact barrier does not fail it. There the electron is attracted by its image charge, so $e^2$ in the Coulomb term is replaced by $e^2/4$:

$$U(x)=\phi_B-\frac{e^2}{4\varepsilon x}-eEx,\qquad x_m=\sqrt{\frac{e}{4\varepsilon E}} .$$

At $x_m$ each field-dependent term is $-\tfrac12\sqrt{e^3E/\varepsilon}$. The total lowering is $\beta_Ss$ with $\beta_S=\sqrt{e^3/\varepsilon}=\beta_{PF}/2$.

If electrons cross the barrier top without scattering, their current is

$$J=\frac{2e}{(2\pi\hbar)^3}e^{-(\phi_B-\beta_Ss)/kT}\int_{p_x>0}d^3p\,\frac{p_x}{m_e}e^{-p^2/(2m_ekT)},$$

where $m_e$ is the electron mass. The $p_x$ integral is $kT$, and the two transverse integrals give $2\pi m_ekT$. Hence

$$J=\frac{e m_e(kT)^2}{2\pi^2\hbar^3}\,e^{-(\phi_B-\beta_Ss)/kT}.$$

Dividing by $E=s^2$ gives

$$y=\text{const}+\frac{\beta_Ss}{kT}-2\ln s .$$

The first slope term, $\beta_S/kT=10.38$ (MV/cm)$^{-1/2}$, is the slope of PF emission with $r=2$. The logarithm reduces it. One decade of this Schottky current runs from 2.0 to 2.677 MV/cm, with midpoint $s=1.525$ (MV/cm)$^{1/2}$. The slope there is $10.38-2/1.525=9.07$, your value.

This match belongs to the classical model, and its limit is close. At the barrier top $|U''|=e^2/(2\varepsilon x_m^3)$, which defines $\omega=\sqrt{|U''|/m_e}$. Tunnelling through the top is negligible only if $\hbar\omega/2\pi\ll kT$. For $\varepsilon=2.0$, 2.0 MV/cm and the free-electron mass, $x_m=0.95$ nm and $\hbar\omega=0.18$ eV, so $\hbar\omega/2\pi=1.1\,kT$ at 300 K. The ratio grows as $E^{3/4}$ and is larger for a lighter mass; for the PF barrier it is smaller by $\sqrt2$, or 0.78. Electrons that can tunnel coherently would therefore give a larger current and a much steeper slope than 9.07. The Schottky figures here and below describe the classical law. They show how little a straight line proves, and they are not a prediction for a real contact at these fields.

**Q:** But the logarithm is curved. Shouldn't I see that?

**A:** Let us calculate how much of it you could see. Write $\Delta$ for the width of the window in $s$, and put $N$ equally spaced points at $s_{mid}+\Delta t$, with $-\tfrac12\le t\le\tfrac12$. For slope $m$ and second derivative $c=y''$ at the midpoint,

$$y\simeq y_{mid}+m\Delta\,t+\tfrac12c\Delta^2t^2 .$$

By symmetry, the best straight line keeps the linear term and replaces $t^2$ by its average. The sums over the points are

$$\langle t^2\rangle=\frac{N^2-1}{12(N-1)^2},\qquad
\langle t^4\rangle=\frac{(N^2-1)(3N^2-7)}{240(N-1)^4}.$$

Subtracting gives

$$\langle t^4\rangle-\langle t^2\rangle^2=\frac{(N^2-1)(N^2-4)}{180(N-1)^4}.$$

The root-mean-square (rms) residual is $\tfrac12|c|\Delta^2$ times the square root of this:

$$\delta=\frac{|c|\Delta^2}{12\sqrt5}\,\frac{\sqrt{(N^2-1)(N^2-4)}}{(N-1)^2}.$$

The line itself has variance $m^2\Delta^2\langle t^2\rangle$. When the residual is small compared with it,

$$1-R^2\simeq\frac{\delta^2}{m^2\Delta^2\langle t^2\rangle}
=\frac{c^2\Delta^2}{60m^2}\,\frac{N^2-4}{(N-1)^2}.$$

For Schottky emission $c=2/s^2=0.860$ (MV/cm)$^{-1}$ and $\Delta=0.222$ (MV/cm)$^{1/2}$. With $N=21$ the last factor in $\delta$ is 1.096, so

$$\delta\simeq\frac{0.860\times0.222^2}{26.83}\times1.096=0.0017 .$$

That is a 0.17% deviation in $J/E$, against 5% scatter. Without noise, $R^2=0.99999$. A high $R^2$ here means that the total rise is large compared with the bend.

**Q:** Your Schottky formula assumes no scattering near the barrier. In a disordered dielectric I doubt that.

**A:** Then take the opposite limit, where the electron drifts and diffuses over the barrier. With mobility $\mu$ defined by speed $=\mu E$, the steady current magnitude is

$$J=-\mu\left(nU'+kT\,n'\right)=-\mu kT\,e^{-U/kT}\frac{d}{dx}\left(n\,e^{U/kT}\right).$$

Multiply by $e^{U/kT}$ and integrate from the metal to large $x$. Equilibrium at the contact fixes $n\,e^{U/kT}=N_c$ there. Far away this product vanishes, because $U\to-\infty$ while $n$ stays finite. Therefore

$$J=\frac{\mu kTN_c}{\int_0^\infty e^{U/kT}dx}.$$

Put $x=x_mt$ and $L=\beta_Ss/kT$. Both field-dependent terms in $U/kT$ then have the coefficient $L/2$, and

$$\int_0^\infty e^{U/kT}dx=e^{\phi_B/kT}x_m\int_0^\infty e^{-(L/2)(t+1/t)}dt
=2x_me^{\phi_B/kT}K_1(L).$$

The last step follows from $t=e^u$ and the integral form of the modified Bessel function $K_1$. Since $x_m\propto1/s$, we have $J/E\propto1/[sK_1(L)]$. For large $L$, $K_1(L)\simeq\sqrt{\pi/(2L)}\,e^{-L}$, so

$$y\simeq\text{const}+\frac{\beta_Ss}{kT}-\tfrac12\ln s .$$

The logarithmic term is four times smaller than before. Over one decade the slope is 10.06 (MV/cm)$^{-1/2}$, the rms residual is 0.0003, and the $r=2$ reading gives $\varepsilon_{app}=2.13$. Scattering improves the imitation. This limit requires a mean free path shorter than the barrier top, which at 2.0 MV/cm is only 0.7 nm wide within $kT$ of the maximum.

**Q:** Both rivals contain $\sqrt E$. Hopping does not, so at least that should look different.

**A:** Consider equivalent sites a distance $a$ apart, with a sharp barrier $W$ fixed midway between them. The field lowers the forward barrier by $eaE/2$ and raises the backward one equally. This picture needs $W>eaE/2$ over the whole field range, which for $a=2.0$ nm means 0.26 eV at 2.6 MV/cm and 0.38 eV at 3.8 MV/cm. For attempt rate $\nu$ and carrier density $n$,

$$J=ena\nu e^{-W/kT}\left(e^{eaE/2kT}-e^{-eaE/2kT}\right)
=2ena\nu e^{-W/kT}\sinh\frac{eaE}{2kT}.$$

At low field this is ohmic. At high field the backward hops are negligible and

$$y\simeq\text{const}+\alpha s^2-2\ln s,\qquad \alpha=\frac{ea}{2kT}.$$

Take $a=2.0$ nm, so that $\alpha=3.868$ (MV/cm)$^{-1}$. At 2 MV/cm, $\alpha E=7.7$ and the high-field form applies. One decade ends at 2.595 MV/cm, with midpoint $s=1.513$ (MV/cm)$^{1/2}$. The slope is

$$2\alpha s-\frac2s=11.70-1.32=10.38\ (\mathrm{MV/cm})^{-1/2}.$$

Read with $r=2$, this gives $\varepsilon_{app}=2.0$.

**Q:** You chose the hop length to get that.

**A:** Yes, to show a close imitation. The agreement belongs to this length and this field window. In the same setting, any hop length from 1.73 to 2.00 nm gives an $r=2$ permittivity between 2.7 and 2.0. For an $r=1$ reading the range is 3.37 to 3.90 nm. So hopping can imitate even ideal PF emission, if such longer hops are credible in the film.

The curvature is now larger: $c=2\alpha+2/s^2=8.61$ (MV/cm)$^{-1}$. With $\Delta=0.197$ (MV/cm)$^{1/2}$, the residual formula gives $\delta=0.014$, still well below the scatter, and the noise-free $R^2$ is 0.9995.

**Q:** Could I fit a quadratic term instead of judging by eye?

**A:** You should, but one decade gives it little to work with. Let the noise in $\ln J$ be independent and normal with known standard deviation $\sigma$. The part of the data that a line cannot fit has length $\sqrt N\,\delta$, and the noise along that one direction has standard deviation $\sigma$. The signal-to-noise ratio is thus

$$z=\frac{\sqrt N\,\delta}{\sigma}=\frac{\sqrt{21}\times0.0136}{0.05}=1.25$$

for hopping. A two-sided test at the 5% level requires a magnitude above 1.96. It succeeds with probability $\Phi(z-1.96)+\Phi(-z-1.96)=0.24$, where $\Phi$ is the normal cumulative distribution. For thermionic Schottky emission the chance is 0.053, hardly above the false-alarm rate of 0.05.

**Q:** Then I'll measure three decades.

**A:** That exposes the hopping law: its residual grows to 0.098 and detection is practically certain, although the noise-free $R^2$ is still 0.997. A 90% chance is reached at about 1.7 decades.

It does not settle the question for the classical Schottky law. Over three decades the detection chance for the thermionic law is only 0.20. Its curvature $2/s^2$ falls as the field rises, whereas hopping retains the constant part $2\alpha$. A 90% chance would take about six decades, ending near 7.6 MV/cm, if the film survived and the same law still held. It would not hold there for a free-electron mass, since $\hbar\omega/2\pi$ has then reached $3\,kT$. These figures belong to 21 points, 5% random noise and this starting field.

Look at the sign of the bend as well. Hopping and thermionic Schottky emission bend upwards, since $c>0$ for both. A PF film in which $n$ grows past $N_A$ bends downwards, because its slope falls as $r$ passes from 1 towards 2. An upward bend therefore counts against the one-dimensional PF law with constant $r$ and against this crossover. It does not count against PF emission in general. Averaging the escape over directions adds roughly $-(1/r)\ln s$ to $y$, a weak upward bend that for $r=2$ is as large as that of diffusive Schottky emission. It does not by itself prove hopping, since Schottky emission bends the same way, though less.

**Q:** What about temperature? The activation energy should fall with field in a characteristic way.

**A:** Define $E_a=-\partial\ln J/\partial(1/kT)$ at fixed field. Apart from terms independent of field, it is $-\beta_{PF}s/r$ for PF emission, $-\beta_Ss$ for thermionic Schottky emission, and $-eaE/2$ for high-field hopping. Between 2.0 and 2.6 MV/cm, PF emission with $r=2$ and Schottky emission both give a fall of 53 meV if both have $\varepsilon=2.0$, because then $\beta_{PF}/2=\beta_S$. The 2.0 nm hop gives 60 meV.

Your slope, however, requires $\varepsilon=2.62$ in the PF reading. The fall is then $m\,kT$ times the change in $s$, or $9.07\times0.02585\times0.198=0.046$ eV, while Schottky emission with $\varepsilon=2.0$ still gives 53 meV. The difference arises because the term $-2\ln s$ lowers the Schottky slope but does not enter $E_a$. Temperature can therefore help to separate these two readings, if you know the fall to within a few meV. It helps less with the other rivals once they are matched to your slope. Diffusive Schottky emission reaches 9.07 with $\varepsilon=2.45$ and gives a fall of 48 meV, only 2 meV from the PF value. A hop of 1.76 nm gives 53 meV, the same as thermionic Schottky emission. All these values assume that tunnelling is absent.

Ideal PF with $r=1$ gives 106 meV and stands apart from these values. A hop of 3.55 nm would give the same fall, though with a somewhat smaller slope.

**Q:** And film thickness?

**A:** None of these current laws contains the thickness once $E$ is fixed, so a thickness series at equal field does not separate them. Changing the injecting contact is more useful. If the barrier is lowered by $\Delta\phi$ at the same internal field, Schottky current rises by the factor $e^{\Delta\phi/kT}$, which is 48 for 0.10 eV at 300 K. A truly bulk-limited current stays the same, provided that the new contact still supplies enough carriers and leaves the film unaltered.

**Q:** So if I change the metal and the current stays put, it is bulk-limited?

**A:** Only if you know that the barrier really changed. Interface states can pin it, and then Schottky emission would show no change either. With an independently measured barrier shift, a constant current argues against Schottky emission. It still leaves PF emission and hopping, which the wider current range can help to separate. Your original line, with its slope of 9.07, cannot make either decision. The numerical output below gives the values for each law.

## Values computed for the example and the checks

```
Temperature 300 K; kT = 0.02585 eV
Permittivity: optical 2.0, static 2.7
Start field 2.0 MV/cm; hop length 2.0 nm
Points 21; random noise in ln J 0.05
Gaussian e^2 = 1.43996 eV nm
beta_PF = 0.5366, beta_S = 0.2683 eV/(MV/cm)^0.5
beta_PF/kT = 20.759, beta_S/kT = 10.379 (MV/cm)^-0.5
Lowering at start: PF 0.759, Schottky 0.379 eV
Image barrier top at start: 0.949 nm
Hopping alpha = 3.8682 (MV/cm)^-1
r from neutrality: compensated 1.0000, uncompensated 2.0000
--- 1 decade(s) of current; slope in (MV/cm)^-0.5 ---
PF r=1: end field 2.305 MV/cm, slope 20.759, R^2 1.000000
   rms residual in ln(J/E) 0.00000, z 0.000, detection chance 0.050
   apparent permittivity: r=1 2.00, r=2 0.50
PF r=2: end field 2.595 MV/cm, slope 10.379, R^2 1.000000
   rms residual in ln(J/E) 0.00000, z 0.000, detection chance 0.050
   apparent permittivity: r=1 8.00, r=2 2.00
Schottky thermionic: end field 2.677 MV/cm, slope 9.066, R^2 0.999992
   rms residual in ln(J/E) 0.00173, z 0.159, detection chance 0.053
   apparent permittivity: r=1 10.48, r=2 2.62
Schottky diffusive: end field 2.613 MV/cm, slope 10.064, R^2 1.000000
   rms residual in ln(J/E) 0.00033, z 0.030, detection chance 0.050
   apparent permittivity: r=1 8.51, r=2 2.13
Hopping: end field 2.595 MV/cm, slope 10.379, R^2 0.999515
   rms residual in ln(J/E) 0.01362, z 1.249, detection chance 0.239
   apparent permittivity: r=1 8.00, r=2 2.00
--- 3 decade(s) of current; slope in (MV/cm)^-0.5 ---
PF r=1: end field 2.985 MV/cm, slope 20.759, R^2 1.000000
   rms residual in ln(J/E) 0.00000, z 0.000, detection chance 0.050
PF r=2: end field 4.047 MV/cm, slope 10.379, R^2 1.000000
   rms residual in ln(J/E) 0.00000, z 0.000, detection chance 0.050
Schottky thermionic: end field 4.325 MV/cm, slope 9.225, R^2 0.999958
   rms residual in ln(J/E) 0.01209, z 1.106, detection chance 0.198
Schottky diffusive: end field 4.109 MV/cm, slope 10.098, R^2 0.999998
   rms residual in ln(J/E) 0.00243, z 0.222, detection chance 0.056
Hopping: end field 3.786 MV/cm, slope 11.800, R^2 0.997367
   rms residual in ln(J/E) 0.09756, z 8.942, detection chance 1.000
--- Hop lengths with apparent permittivity from static to optical ---
read with r=1: 3.37 to 3.90 nm
read with r=2: 1.73 to 2.00 nm
--- Range needed for 90% detection of curvature ---
Hopping: 1.68 decades, end field 3.00 MV/cm
Schottky thermionic: 6.02 decades, end field 7.56 MV/cm
--- Activation-energy fall, 2.0 to 2.6 MV/cm ---
PF r=1: 106.4 meV
PF r=2: 53.2 meV
Schottky thermionic: 53.2 meV
Schottky diffusive: 53.1 meV
Hopping: 60.0 meV
Schottky current factor for 0.10 eV barrier change: 47.9
```
